# Collision probability per time step and the one-collision limit in particle simulations: verification in Python

```python
"""
Result under test: at constant relative speed the probability of at least one
collision in a time step is P = 1 - exp(-x), with x = nu*dt and
nu = density * cross section * speed. Allowing at most one collision per step
loses the fraction beta(x) = 1 - (1 - exp(-x))/x of all collisions when nu is
unchanged by collisions. A quantity whose mean is multiplied by lam at each
collision then relaxes at a rate with relative bias of about -lam*x/2.
Symbols: c = mean scattering cosine, m = projectile mass, M = target mass.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import lambertw

rng = np.random.default_rng(20240)


def hit_probability(x):
    return -math.expm1(-x)


def lost_fraction(x):
    return 1.0 - hit_probability(x) / x


def two_or_more(x):
    return 1.0 - (1.0 + x) * math.exp(-x)


def missed_two_rates(x_before, rate_ratio):
    return rate_ratio * (x_before - hit_probability(x_before))


def relaxation_bias(lam, x):
    q = 1.0 - lam
    return -math.log1p(-q * hit_probability(x)) / (q * x) - 1.0


def energy_factor(m, M, c):
    return 1.0 - 2.0 * m * M * (1.0 - c) / (m + M) ** 2


def largest_x(loss):
    r = 1.0 - loss
    return 1.0 / r + lambertw(-math.exp(-1.0 / r) / r, 0).real


# --- Test: random targets in a unit box, counted inside a swept tube ---
x_tube, targets, tube_length = 0.7, 400, 0.5
radius = math.sqrt(x_tube / (targets * math.pi * tube_length))
counts = []
for batch in range(20):
    pos = rng.random((1000, targets, 3))
    inside = (pos[:, :, 0] < tube_length) & (
        (pos[:, :, 1] - 0.5) ** 2 + (pos[:, :, 2] - 0.5) ** 2 < radius ** 2)
    counts.append(inside.sum(axis=1))
counts = np.concatenate(counts)
tube_hit = np.mean(counts >= 1)
tube_multi = np.mean(counts >= 2)
# five standard errors plus the correction for a finite number of targets
tube_tol = 5 * 0.5 / math.sqrt(len(counts)) + x_tube ** 2 / targets
assert abs(tube_hit - hit_probability(x_tube)) < tube_tol
assert abs(tube_multi - two_or_more(x_tube)) < tube_tol


# --- Test: count distribution from its rate equations ---
def count_distribution(x_before, x_after, size=30):
    gen = np.zeros((size, size))
    for k in range(size - 1):
        rate = x_before if k == 0 else x_after
        gen[k, k] -= rate
        gen[k + 1, k] += rate
    return expm(gen)[:, 0]


numbers = np.arange(30)
for x_test in (0.2, 0.9, 2.0):
    p = count_distribution(x_test, x_test)
    for k in range(6):
        poisson = x_test ** k * math.exp(-x_test) / math.factorial(k)
        assert abs(p[k] - poisson) < 1e-11
    missed = np.sum((numbers[1:] - 1) * p[1:])
    assert abs(missed / np.sum(numbers * p) - lost_fraction(x_test)) < 1e-10
    for ratio in (0.4, 1.7):
        p = count_distribution(x_test, ratio * x_test)
        missed = np.sum((numbers[1:] - 1) * p[1:])
        assert abs(missed - missed_two_rates(x_test, ratio)) < 1e-10


# --- Test: event-by-event scattering, with and without the cap ---
def scatter_run(x, steps, c, mass_ratio, capped, size=200000):
    """Direction is followed for an infinitely heavy target; energy is a
    separate tally for a cold target of mass_ratio projectile masses."""
    mu, energy = np.ones(size), np.ones(size)
    for step in range(steps):
        clock = rng.exponential(1.0 / x, size)
        active = np.nonzero(clock < 1.0)[0]
        while active.size:
            u = rng.random(active.size)
            cosine = (1 + c * c - ((1 - c * c) / (1 - c + 2 * c * u)) ** 2)
            cosine = np.clip(cosine / (2 * c), -1.0, 1.0)
            sine = np.sqrt(1 - cosine ** 2)
            phi = 2 * np.pi * rng.random(active.size)
            old = mu[active]
            side = np.sqrt(np.maximum(0.0, 1 - old ** 2))
            mu[active] = np.clip(old * cosine + side * sine * np.cos(phi),
                                 -1.0, 1.0)
            along = (1 + mass_ratio * cosine) / (1 + mass_ratio)
            across = mass_ratio * sine / (1 + mass_ratio)
            energy[active] *= along ** 2 + across ** 2
            if capped:
                break
            clock[active] += rng.exponential(1.0 / x, active.size)
            active = active[clock[active] < 1.0]
    return mu, energy


x_run, steps_run, c_run, mass_run = 1.0, 3, 0.6, 4.0
lam_energy_run = energy_factor(1.0, mass_run, c_run)
mc_direction = {}
for capped in (False, True):
    samples = scatter_run(x_run, steps_run, c_run, mass_run, capped)
    for sample, lam in zip(samples, (c_run, lam_energy_run)):
        if capped:
            factor = 1 - (1 - lam) * hit_probability(x_run)
        else:
            factor = math.exp(-(1 - lam) * x_run)
        error = sample.std() / math.sqrt(sample.size)
        assert abs(sample.mean() - factor ** steps_run) < 5 * error
    mc_direction[capped] = samples[0].mean()

# --- Test: leading orders by symbolic differentiation ---
X, Q = sp.symbols("X Q", positive=True)
capped_decay = -sp.log(1 - Q * (1 - sp.exp(-X)))
linear_decay = -sp.log(1 - Q * X)
for decay, slope in ((capped_decay, -(1 - Q) / 2), (linear_decay, Q / 2)):
    first = sp.diff(decay, X).subs(X, 0)
    second = sp.diff(decay, X, 2).subs(X, 0) / 2
    assert sp.simplify(first - Q) == 0
    assert sp.simplify(second / first - slope) == 0
loss_series = sp.series(1 - (1 - sp.exp(-X)) / X, X, 0, 3).removeO()
assert sp.expand(loss_series - (X / 2 - X ** 2 / 6)) == 0

# --- Test: largest step for a given loss, against a root search ---
for loss in (0.01, 0.05, 0.3):
    root = brentq(lambda y: lost_fraction(y) - loss, 1e-4, 10, xtol=1e-13)
    assert abs(root - largest_x(loss)) < 1e-8

# --- Worked example: electron in argon, rough typical reactor values ---
pressure_torr, gas_temperature = 1.0, 300.0
energy_ev, cross_section, mean_cosine = 10.0, 2.0e-19, 0.3
dt, electron_density, rf_frequency = 20e-12, 1.0e16, 13.56e6
me, e = const.m_e, const.e
argon_mass = 39.948 * const.atomic_mass
density = pressure_torr * const.torr / (const.k * gas_temperature)
speed = math.sqrt(2 * energy_ev * e / me)
nu = density * cross_section * speed
x = nu * dt
free_path = speed / nu
lam_energy = energy_factor(me, argon_mass, mean_cosine)
period_collisions = nu / rf_frequency
plasma_frequency = math.sqrt(electron_density * e ** 2 / (const.epsilon_0 * me))

# --- Test: binned waiting times for the example, plain and null-collision ---
null_ratio = 2.0
x_null = null_ratio * x
events = 2000000
for rate, accept_chance in ((x, 1.0), (x_null, 1.0 / null_ratio)):
    bins = np.floor(np.cumsum(rng.exponential(1.0 / rate, events)))
    first_in_step = np.diff(bins, prepend=-1.0) > 0
    real = rng.random(events) < accept_chance
    kept = np.sum(real & first_in_step) / np.sum(real)
    assert abs(1 - kept - lost_fraction(rate)) < 5 / math.sqrt(real.sum())
    if accept_chance == 1.0:
        binned_loss = 1 - kept


# --- Neglected effects: acceleration along the motion, cross section ~ energy
def exponent_change(field):
    gain = e * field * dt / (me * speed)
    integral = quad(lambda s: (1 + gain * s) ** 3, 0, 1)[0]
    survival = solve_ivp(lambda s, y: -x * (1 + gain * s) ** 3 * y, (0, 1),
                         [1.0], rtol=1e-10, atol=1e-12).y[0, -1]
    assert abs(1 - survival - hit_probability(x * integral)) < 1e-8
    return gain, integral - 1


bulk_field, sheath_field = 1.0e3, 1.0e5
bulk_gain, bulk_change = exponent_change(bulk_field)
sheath_gain, sheath_change = exponent_change(sheath_field)
thermal_ratio = math.sqrt(const.k * gas_temperature / argon_mass) / speed
impact = e ** 2 / (4 * math.pi * const.epsilon_0 * me * speed ** 2)
coulomb_log = 10.0
coulomb_ratio = (electron_density * 4 * math.pi * impact ** 2 * coulomb_log
                 / (density * cross_section))
wavelength = const.h / (me * speed)
fast_ev, excitation_ev = 20.0, 11.5
x_fast = x * math.sqrt(fast_ev / energy_ev)
slow_ratio = math.sqrt((fast_ev - excitation_ev) / fast_ev)
fast_missed = missed_two_rates(x_fast, slow_ratio)
fast_loss = fast_missed / (fast_missed + hit_probability(x_fast))
x_one_percent = largest_x(0.01)

print(f"Tube test, x = {x_tube}: hit fraction {tube_hit:.4f}, "
      f"formula {hit_probability(x_tube):.4f}")
print(f"Tube test: two or more {tube_multi:.4f}, "
      f"formula {two_or_more(x_tube):.4f}")
print(f"Scattering test: x = {x_run}, steps = {steps_run}, c = {c_run}")
print(f"  mean direction, all collisions: simulated {mc_direction[False]:.4f}, "
      f"formula {math.exp(-(1 - c_run) * x_run * steps_run):.4f}")
print(f"  mean direction, capped: simulated {mc_direction[True]:.4f}, formula "
      f"{(1 - (1 - c_run) * hit_probability(x_run)) ** steps_run:.4f}")
print(f"Gas pressure: {pressure_torr} Torr; temperature: {gas_temperature} K")
print(f"Electron energy: {energy_ev} eV; time step: {dt * 1e12:.1f} ps")
print(f"Cross section (rough): {cross_section:.2e} m^2")
print(f"Mean scattering cosine (rough): {mean_cosine}")
print(f"Gas density: {density:.4e} m^-3")
print(f"Electron speed: {speed:.4e} m/s")
print(f"Collision frequency nu: {nu:.4e} s^-1")
print(f"Mean free path: {free_path * 1e6:.1f} um")
print(f"Path per step: {speed * dt * 1e6:.1f} um")
print(f"x = nu dt: {x:.4f}")
print(f"Collision probability P: {hit_probability(x):.4f}")
print(f"Probability of two or more: {two_or_more(x):.4f}")
print(f"Lost fraction beta: {100 * lost_fraction(x):.2f} %")
print(f"Lost fraction from binned waiting times: {100 * binned_loss:.2f} %")
print(f"Leading estimate x/2: {50 * x:.2f} %")
print(f"Capped collision frequency: {hit_probability(x) / dt:.4e} s^-1")
print(f"Radio frequency: {rf_frequency / 1e6:.2f} MHz")
print(f"True collisions per rf period: {period_collisions:.1f}")
print(f"Lost collisions per rf period: "
      f"{period_collisions * lost_fraction(x):.1f}")
print(f"Direction relaxation rate bias: "
      f"{100 * relaxation_bias(mean_cosine, x):.2f} %")
print(f"Mean energy fraction lost per collision: {1 - lam_energy:.3e}")
print(f"Energy relaxation rate bias: "
      f"{100 * relaxation_bias(lam_energy, x):.2f} %")
linear_bias = -math.log(1 - (1 - mean_cosine) * x) / ((1 - mean_cosine) * x) - 1
print(f"Direction rate bias with P = x: {100 * linear_bias:+.2f} %")
print(f"Null-collision loss at nu_max/nu = {null_ratio}: "
      f"{100 * lost_fraction(x_null):.2f} %")
print(f"Largest x for 1 % loss: {x_one_percent:.5f}")
print(f"Largest time step for 1 % loss: {x_one_percent / nu * 1e12:.3f} ps")
print("Pressure scan: Torr, x, P, lost %, direction rate bias %")
for p_torr in (0.05, 0.1, 1.0, 10.0):
    xp = x * p_torr / pressure_torr
    print(f"  {p_torr:5.2f}  {xp:.4f}  {hit_probability(xp):.4f}  "
          f"{100 * lost_fraction(xp):.2f}  "
          f"{100 * relaxation_bias(mean_cosine, xp):.2f}")
print(f"Electron density (rough): {electron_density:.1e} m^-3")
print(f"Plasma frequency times dt: {plasma_frequency * dt:.3f}")
print(f"Bulk field {bulk_field:.0e} V/m: speed gain {100 * bulk_gain:.3f} %, "
      f"exponent change {100 * bulk_change:.3f} %")
print(f"Sheath field {sheath_field:.0e} V/m: speed gain "
      f"{100 * sheath_gain:.1f} %, exponent change {100 * sheath_change:.1f} %")
print(f"Gas thermal speed (one axis) / electron speed: {thermal_ratio:.2e}")
print(f"Coulomb / gas collision rate (log = {coulomb_log:.0f}): "
      f"{coulomb_ratio:.2e}")
print(f"Electron wavelength: {wavelength * 1e9:.3f} nm")
print(f"Mean target spacing: {density ** (-1 / 3) * 1e9:.2f} nm")
print(f"Wavelength / mean free path: {wavelength / free_path:.2e}")
print(f"Excitation case: {fast_ev} eV electron loses {excitation_ev} eV (rough)")
print(f"  x before: {x_fast:.4f}; rate ratio after/before: {slow_ratio:.3f}")
print(f"  lost fraction: {100 * fast_loss:.2f} %; with unchanged rate: "
      f"{100 * lost_fraction(x_fast):.2f} %")
print("finished without a failed check")
```

Printed output:

```
Tube test, x = 0.7: hit fraction 0.4939, formula 0.5034
Tube test: two or more 0.1546, formula 0.1558
Scattering test: x = 1.0, steps = 3, c = 0.6
  mean direction, all collisions: simulated 0.3029, formula 0.3012
  mean direction, capped: simulated 0.4161, formula 0.4171
Gas pressure: 1.0 Torr; temperature: 300.0 K
Electron energy: 10.0 eV; time step: 20.0 ps
Cross section (rough): 2.00e-19 m^2
Mean scattering cosine (rough): 0.3
Gas density: 3.2188e+22 m^-3
Electron speed: 1.8755e+06 m/s
Collision frequency nu: 1.2074e+10 s^-1
Mean free path: 155.3 um
Path per step: 37.5 um
x = nu dt: 0.2415
Collision probability P: 0.2145
Probability of two or more: 0.0249
Lost fraction beta: 11.16 %
Lost fraction from binned waiting times: 11.11 %
Leading estimate x/2: 12.07 %
Capped collision frequency: 1.0727e+10 s^-1
Radio frequency: 13.56 MHz
True collisions per rf period: 890.4
Lost collisions per rf period: 99.4
Direction relaxation rate bias: -3.73 %
Mean energy fraction lost per collision: 1.922e-05
Energy relaxation rate bias: -11.16 %
Direction rate bias with P = x: +9.54 %
Null-collision loss at nu_max/nu = 2.0: 20.69 %
Largest x for 1 % loss: 0.02013
Largest time step for 1 % loss: 1.668 ps
Pressure scan: Torr, x, P, lost %, direction rate bias %
   0.05  0.0121  0.0120  0.60  -0.18
   0.10  0.0241  0.0239  1.20  -0.36
   1.00  0.2415  0.2145  11.16  -3.73
  10.00  2.4148  0.9106  62.29  -39.98
Electron density (rough): 1.0e+16 m^-3
Plasma frequency times dt: 0.113
Bulk field 1e+03 V/m: speed gain 0.188 %, exponent change 0.282 %
Sheath field 1e+05 V/m: speed gain 18.8 %, exponent change 31.8 %
Gas thermal speed (one axis) / electron speed: 1.33e-04
Coulomb / gas collision rate (log = 10): 1.01e-06
Electron wavelength: 0.388 nm
Mean target spacing: 31.44 nm
Wavelength / mean free path: 2.50e-06
Excitation case: 20.0 eV electron loses 11.5 eV (rough)
  x before: 0.3415; rate ratio after/before: 0.652
  lost fraction: 10.53 %; with unchanged rate: 15.29 %
finished without a failed check
```
